# Elastic Constants and Stability of Crystals under Pressure: a numerical check

```python
# Result under test: for a crystal under hydrostatic pressure P,
#   B = C + P (dd - 2 I),   C(m) = C - 2 (1-m) P I,   B = Hessian of (E + P V J)/V,
# and homogeneous stability at fixed P means B positive definite.
# F deformation gradient, J = det F, U = sqrt(F^T F), strain E(m) = (U^(2m)-1)/(2m)
# (m=1 Lagrangian, m=1/2 F=1+eps, m=0 log), C(m) = energy Hessian per volume, C = C(1),
# B = d(Cauchy stress)/d(eps), dd = delta_ij delta_kl, I = symmetric identity. Voigt form.
import numpy as np, sympy as sp, itertools
from scipy.linalg import eigh
from scipy.optimize import brentq, fsolve
from scipy.constants import e as qe, atomic_mass, physical_constants as pc

EVA = qe*1e21                                                   # eV/A^3 -> GPa
AU = pc['Hartree energy'][0]/pc['Bohr radius'][0]**3/1e9        # Ha/bohr^3 -> GPa
I3 = np.eye(3); rng = np.random.default_rng(1)
S = np.zeros((6, 3, 3))
for a_, (i, j) in enumerate([(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]):
    S[a_, i, j] += .5; S[a_, j, i] += .5
trS = np.einsum('aii->a', S); DD = np.outer(trS, trS); II = np.einsum('aij,bij->ab', S, S)
voigt4 = lambda T: np.einsum('aij,ijkl,bkl->ab', S, T, S)
voigt2 = lambda s: np.einsum('aij,ij->a', S, s)
PT = (np.einsum('ij,kl->ijkl', I3, I3) - np.einsum('ik,jl->ijkl', I3, I3)
      - np.einsum('il,jk->ijkl', I3, I3))
row = lambda M, u: f"{M[0,0]*u:.3f} {M[0,1]*u:.3f} {M[3,3]*u:.3f}"
close = lambda A, B, t: np.max(np.abs(np.asarray(A) - np.asarray(B))) < t

def stretch(e, m):
    w, v = np.linalg.eigh(np.einsum('a,aij->ij', e, S))
    return (v*(np.exp(w) if m == 0 else (1 + 2*m*w)**(.5/m))) @ v.T
def d1(f, h=2e-3): return (8*(f(h) - f(-h)) - (f(2*h) - f(-2*h)))/(12*h)
def d2(f, h=2e-3): return (16*(f(h) + f(-h)) - f(2*h) - f(-2*h) - 30*f(0.))/(12*h*h)
def hess(energy, m, h=2e-3):
    """finite-difference Hessians of E and of J in strain measure m"""
    def f(e):
        U = stretch(e, m); return np.array([energy(U), np.linalg.det(U)])
    def one(h):
        H = np.zeros((6, 6, 2)); x = np.eye(6)*h; f0 = f(np.zeros(6))
        for a in range(6):
            H[a, a] = (f(x[a]) + f(-x[a]) - 2*f0)/h**2
            for b in range(a):
                H[a, b] = H[b, a] = (f(x[a]+x[b]) + f(-x[a]-x[b]) - f(x[a]-x[b]) - f(x[b]-x[a]))/(4*h*h)
        return H
    H = (4*one(h) - one(2*h))/3
    return H[..., 0], H[..., 1]
def stress_strain(stress6):
    return np.array([d1(lambda t: stress6(I3 + t*S[b])) for b in range(6)]).T

# ---- symbolic expansions of J, of the inverse metric, of ln J and of eta
t, x = sp.symbols('t x'); ms = sp.symbols('m', positive=True); y = sp.symbols('y0:6')
Es = sp.Matrix([[y[0], y[5], y[4]], [y[5], y[1], y[3]], [y[4], y[3], y[2]]])
Js = sp.sqrt(sp.expand((sp.eye(3) + 2*t*Es).det()))
assert sp.expand(sp.diff(Js, t).subs(t, 0) - Es.trace()) == 0
assert sp.expand(sp.diff(Js, t, 2).subs(t, 0)/2 - Es.trace()**2/2 + (Es*Es).trace()) == 0
for fn, c1, c2 in [((1+2*ms*x)**(-1/ms), -2, 2*(1+ms)), (sp.log(1+2*ms*x)/(2*ms), 1, -ms),
                   (((1+2*ms*x)**(1/ms) - 1)/2, 1, 1-ms)]:
    assert sp.simplify(sp.diff(fn, x).subs(x, 0) - c1) == 0
    assert sp.simplify(sp.diff(fn, x, 2).subs(x, 0)/2 - c2) == 0

# ---- Morse crystals with a fixed bond list (eV, Angstrom)
class Crystal:
    def __init__(s, R, sub, par, vol): s.R, s.sub, s.par, s.vol = R, sub, par, vol
    def bonds(s, F=I3, w=np.zeros(3)):
        r = s.R @ F.T + s.sub[:, None]*w; d = np.linalg.norm(r, axis=1)
        D, al, r0 = s.par; z = np.exp(-al*(d - r0))
        p1 = 2*D*al*(z - z*z); p2 = 2*D*al*al*(2*z*z - z)
        return r, D*(z*z - 2*z), p1/d, p2/d**2 - p1/d**3
    def energy(s, F): return .5*s.bonds(F)[1].sum()
    def stress(s, F=I3, w=np.zeros(3)):
        r, _, f, _ = s.bonds(F, w)
        return .5*np.einsum('n,ni,nj->ij', f, r, r)/(s.vol*np.linalg.det(F))
    def P(s): return -np.trace(s.stress())/3
    def C(s):
        r, _, _, g = s.bonds(); return .5*np.einsum('n,ni,nj,nk,nl->ijkl', g, r, r, r, r)/s.vol
    def force_constants(s, wt, F=I3, w=np.zeros(3)):
        r, _, f, g = s.bonds(F, w)
        return np.einsum('n,ni,nj->ij', wt*g, r, r) + I3*(wt*f).sum()
    def dyn(s, q): return s.force_constants(2*np.sin(.5*s.R @ q)**2)      # M omega^2 matrix
    def relax(s, F):
        w = np.zeros(3)
        for _ in range(8):
            r, _, f, _ = s.bonds(F, w)
            w = w - np.linalg.solve(s.force_constants(.5*s.sub**2, F, w), .5*(s.sub*f) @ r)
        return w
N = np.array([n for n in itertools.product((-1, 0, 1), repeat=3) if 0 < np.dot(n, n) < 3], float)
nn = (N**2).sum(1) == 1
D1, A1, R1, D2, A2, R2, MASS = .5, 1.5, 3., .02, 1., 3*np.sqrt(2), 50.
PAR = (np.where(nn, D1, D2), np.where(nn, A1, A2), np.where(nn, R1, R2))
sc = lambda a, F=I3: Crystal(a*N @ F.T, np.zeros(len(N)), PAR, a**3*np.linalg.det(F))

# general stress, unsymmetric displacement gradient, triclinic cell
tri = sc(3., np.array([[.96, .04, -.02], [.01, 1.03, .05], [.03, 0, .98]]))
s0 = tri.stress(); C4 = tri.C(); unit = np.eye(9).reshape(9, 3, 3)
assert close([d1(lambda h: tri.energy(I3 + h*u))/tri.vol for u in unit], s0.ravel(), 1e-8)
assert close(hess(tri.energy, 1)[0]/tri.vol, voigt4(C4), 1e-6)
num = np.array([d1(lambda h: tri.stress(I3 + h*u)) for u in unit]).reshape(3, 3, 3, 3).transpose(2, 3, 0, 1)
form = (C4 + np.einsum('ik,lj->ijkl', I3, s0) + np.einsum('il,jk->ijkl', s0, I3)
        - np.einsum('ij,kl->ijkl', s0, I3))
assert close(num, form, 1e-7)
Bt = voigt4(num)
assert close(Bt - Bt.T, np.outer(trS, voigt2(s0)) - np.outer(voigt2(s0), trS), 1e-7)
print(f"triclinic: s_xx, s_yy = {s0[0,0]*EVA:.3f} {s0[1,1]*EVA:.3f} GPa; B12-B21 = {(Bt[0,1]-Bt[1,0])*EVA:.3f} GPa")

# simple cubic worked example
print(f"sc shell 1: D={D1} eV, alpha={A1} 1/A, r0={R1} A; mass {MASS} u")
print(f"sc shell 2: D={D2} eV, alpha={A2} 1/A, r0={R2:.4f} A; 1 eV/A^3 = {EVA:.4f} GPa")
print(f"a=3 A: P = {abs(sc(3.).P())*EVA:.3f} GPa; C11 C12 C44 = {row(voigt4(sc(3.).C()), EVA)} GPa")
a0 = 2.97; cr = sc(a0); P = cr.P(); C = voigt4(cr.C())
B = stress_strain(lambda F: voigt2(cr.stress(F)))
assert close(B, C + P*(DD - 2*II), 1e-7) and P > 1e-3
print(f"a={a0} A: V = {cr.vol:.4f} A^3, P = {P:.6f} eV/A^3 = {P*EVA:.4f} GPa")
for m in (1, .5, 0):
    HE, HJ = hess(cr.energy, m)
    assert close(HE/cr.vol, C - 2*(1-m)*P*II, 1e-6) and close(HE/cr.vol + P*HJ, B, 1e-6)
    print(f"  energy Hessian m={m}: 11 12 44 = {row(HE/cr.vol, EVA)} GPa")
print(f"  stress-strain B: 11 12 44 = {row(B, EVA)} GPa")
assert close(B[0, 1] - B[3, 3], 2*P, 1e-7)
print(f"  B12-B44 = {(B[0,1]-B[3,3])*EVA:.4f} GPa, 2P = {2*P*EVA:.4f} GPa")
bulk = lambda c: d2(lambda h: c.energy((1 + h)**(1/3)*I3))/c.vol
assert close(bulk(cr), (C[0, 0] + 2*C[0, 1] + P)/3, 1e-7)
print(f"  V E''(V) = {bulk(cr)*EVA:.3f} GPa; (C11+2C12)/3 = {(C[0,0]+2*C[0,1])/3*EVA:.3f} GPa")
q0 = 3e-4
for _ in range(20):
    n = rng.normal(size=3); n /= np.linalg.norm(n)
    assert close(cr.dyn(q0*n)/(q0*q0*cr.vol), np.einsum('ijkl,j,l->ik', cr.C() + P*PT, n, n), 1e-6)
rho = MASS*atomic_mass/(cr.vol*1e-30); ex = I3[0]
vT = np.sqrt(cr.dyn(q0*ex)[1, 1]*qe/(MASS*atomic_mass))/q0
assert abs(vT/np.sqrt(B[3, 3]*EVA*1e9/rho) - 1) < 1e-5
print(f"  density = {rho:.1f} kg/m^3; TA[100] speed from phonons = {vT:.1f} m/s")
print(f"  sqrt(B44/rho) = {np.sqrt(B[3,3]*EVA*1e9/rho):.1f} m/s; sqrt(C44/rho) = {np.sqrt(C[3,3]*EVA*1e9/rho):.1f} m/s")
def shear_enthalpy(c, g):
    F = I3 + g*S[3]; return c.energy(F) + c.P()*c.vol*np.linalg.det(F)
ac = brentq(lambda a: voigt4(sc(a).C())[3, 3] - sc(a).P(), 2.85, 3.)
ac_H = brentq(lambda a: d2(lambda g: shear_enthalpy(sc(a), g)), 2.85, 3.)
ac_ph = brentq(lambda a: sc(a).dyn(q0*ex)[1, 1]/q0**2, 2.85, 3.)
assert close([ac_H, ac_ph], ac, 1e-6)
cc = sc(ac); Cc = voigt4(cc.C())
print(f"shear limit a (formula, enthalpy, phonon) = {ac:.6f} {ac_H:.6f} {ac_ph:.6f} A")
print(f"  Pc = {cc.P()*EVA:.4f} GPa, V/V0 = {(ac/3)**3:.4f}, C11 C12 C44 = {row(Cc, EVA)} GPa")
print(f"  m=1/2 Hessian 44 at Pc = {d2(lambda g: cc.energy(I3+g*S[3]))/cc.vol*EVA:.4f} GPa")
for da in (.02, -.02):
    c = sc(ac + da); dH = shear_enthalpy(c, .01) - shear_enthalpy(c, 0.)
    assert np.sign(dH) == np.sign(da) and np.linalg.eigvalsh(voigt4(c.C())).min() > 0
    print(f"  a={ac+da:.4f} A: P={c.P()*EVA:.3f}, C44={voigt4(c.C())[3,3]*EVA:.3f} GPa, dH(shear 0.01)={dH*1e6:.3f} ueV")
csum = lambda a: voigt4(sc(a).C())[0, :3].sum()
asp = brentq(lambda a: csum(a) + sc(a).P(), 3.05, 3.6)
asp_E = brentq(lambda a: bulk(sc(a)), 3.05, 3.6); afalse = brentq(csum, 3.05, 3.6)
assert abs(asp - asp_E) < 1e-6 and afalse - asp > 1e-2
cs = sc(asp + .005); dirs = rng.normal(size=(300, 3)); dirs /= np.linalg.norm(dirs, axis=1)[:, None]
amin = min(np.linalg.eigvalsh(cs.dyn(q0*n)).min() for n in dirs)/(q0*q0*cs.vol)
assert bulk(cs) < 0 and amin > 0
print(f"spinodal a (formula, E''(V)=0) = {asp:.6f} {asp_E:.6f} A, P = {sc(asp).P()*EVA:.3f} GPa")
print(f"  C11+2C12 there = {csum(asp)*EVA:.3f} GPa; C11+2C12 = 0 only at a = {afalse:.5f} A")
print(f"  a={asp+.005:.4f} A: K = {bulk(cs)*EVA:.3f} GPa, min rho v^2 (300 dirs) = {amin*EVA:.3f} GPa")

# hcp with internal relaxation
cell = lambda a, c: np.array([[a, 0, 0], [-a/2, a*np.sqrt(3)/2, 0], [0, 0, c]])
basis = np.array([[0, 0, 0], [1/3, 2/3, .5]]); fr = []; sub = []
for i in (0, 1):
    for j in (0, 1):
        for n in itertools.product(range(-3, 4), repeat=3):
            f = np.array(n) + basis[j] - basis[i]
            if 1e-6 < np.linalg.norm(f @ cell(1, np.sqrt(8/3))) < 1.8: fr.append(f); sub.append(j - i)
fr = np.array(fr); sub = np.array(sub, float); HP = (.3, 1.5, 3.); Ph = 5/EVA
hcp = lambda a, c: Crystal(fr @ cell(a, c), sub, HP, np.sqrt(3)/2*a*a*c)
ah, ch = fsolve(lambda p: np.diag(hcp(*p).stress())[[0, 2]] + Ph, [2.85, 4.65], xtol=1e-12)
h = hcp(ah, ch); assert close(h.stress(), -Ph*I3, 1e-9)
r, _, f, g = h.bonds()
Lam = .5*np.einsum('n,ni,nj,ajk,nk->ia', sub*g, r, r, S, r)
Ccl = voigt4(h.C()); Crel = Ccl - Lam.T @ np.linalg.solve(h.force_constants(.5*sub**2), Lam)/h.vol
Bh = stress_strain(lambda F: voigt2(h.stress(F, h.relax(F))))
assert close(Bh, Crel + Ph*(DD - 2*II), 1e-6) and Ccl[5, 5] - Crel[5, 5] > 1e-4
c11, c12, c13, c33, c44 = Crel[0, 0], Crel[0, 1], Crel[0, 2], Crel[2, 2], Crel[3, 3]
mix = (c33 - Ph)*(c11 + c12) - 2*(c13 + Ph)**2
assert abs(np.linalg.det(Bh)/((c44-Ph)**2*(c11-c12-2*Ph)**2/2*mix) - 1) < 1e-5
hx = lambda M: " ".join(f"{M[i,j]*EVA:.2f}" for i, j in [(0,0),(0,1),(0,2),(2,2),(3,3),(5,5)])
print(f"hcp Morse D={HP[0]} eV, alpha={HP[1]} 1/A, r0={HP[2]} A, {len(fr)//2} neighbours, P={Ph*EVA:.1f} GPa")
print(f"  a = {ah:.4f} A, c = {ch:.4f} A; order 11 12 13 33 44 66 (GPa)")
print("  C clamped", hx(Ccl)); print("  C relaxed", hx(Crel)); print("  B relaxed", hx(Bh))
print(f"  (C33-P)(C11+C12)-2(C13+P)^2 = {mix*EVA**2:.0f} GPa^2")

# ---- listed criteria against eigenvalues of B, random constants
count = np.zeros((3, 2), int)
for _ in range(3000):
    d = rng.uniform(0, 3, 6); o = rng.uniform(-1, 2, 3); p = rng.uniform(-1, 1)
    for k in range(3):
        if k == 0:
            dg, of = [d[0]]*3 + [d[3]]*3, [o[0]]*3
            ok = d[0]+2*o[0]+p > 0 and d[0]-o[0]-2*p > 0 and d[3]-p > 0
        elif k == 1:
            dg, of = [d[0], d[0], d[2], d[3], d[3], (d[0]-o[0])/2], [o[0], o[1], o[1]]
            ok = (d[3]-p > 0 and d[0]-o[0]-2*p > 0 and d[0]+o[0] > 0
                  and (d[2]-p)*(d[0]+o[0]) > 2*(o[1]+p)**2)
        else:
            dg, of = d, o; u1, u2, u3 = d[:3] - p; v12, v13, v23 = o + p
            ok = (u1 > 0 and u1*u2 > v12**2 and min(d[3:]) > p
                  and u1*u2*u3 + 2*v12*v13*v23 - u1*v23**2 - u2*v13**2 - u3*v12**2 > 0)
        M = np.diag(dg); M[0, 1] = M[1, 0] = of[0]; M[0, 2] = M[2, 0] = of[1]; M[1, 2] = M[2, 1] = of[2]
        assert bool(ok) == bool(np.linalg.eigvalsh(M + p*voigt4(PT)).min() > 0)
        count[k, int(ok)] += 1
assert count.min() > 50
print("random sets stable of 3000 (cubic, hex, ortho):", *count[:, 1])

# ---- free electron gas (atomic units, per electron)
rs = 4.; vg = 4*np.pi*rs**3/3; kF = (3*np.pi**2/vg)**(1/3)
gas = lambda F: .3*kF**2*np.linalg.det(F)**(-2/3)
Pg = -d1(lambda h: gas((1 + h)**(1/3)*I3))/vg; Cg = hess(gas, 1)[0]/vg
assert close([Cg[3, 3], Cg[0, 0]-Cg[0, 1], Cg[0, :3].sum()+Pg], [Pg, 2*Pg, 5*Pg], 1e-6*Pg)
print(f"electron gas rs={rs} bohr: P = {Pg*AU:.4f} GPa; C11 C12 C44 = {row(Cg, AU)} GPa")

# ---- plane-wave independent-electron insulator (atomic units)
ae, V0, sw, Ecut = 8., 1., 2., 2.; vol = ae**3; amp = V0*(2*np.pi*sw*sw)**1.5
grid = np.array(list(itertools.product(range(-4, 5), repeat=3)), float)
def pw(k):
    q = (grid + k)*2*np.pi/ae; return q[.5*(q*q).sum(1) < Ecut]
QS = [pw(.25*np.array(k)) for k in [(1, 1, 1), (-1, 1, 1), (1, -1, 1), (1, 1, -1)]]
def ham(q, om):
    dG = q[:, None] - q[None]; v = -amp/om*np.exp(-.5*sw*sw*(dG*dG).sum(-1)); np.fill_diagonal(v, 0)
    return np.diag(.5*(q*q).sum(1)) + v, v, dG
quad = lambda z, M: ((z @ M)*z).sum(-1)
def band_energy(F):
    Fi = np.linalg.inv(F); om = vol*np.linalg.det(F)
    return .5*sum(eigh(ham(q @ Fi, om)[0], eigvals_only=True, subset_by_index=[0, 0])[0] for q in QS)
def first_order(q, om):
    H, v, dG = ham(q, om); w, psi = eigh(H, subset_by_index=[0, 0]); psi = psi[:, 0]
    W = [-trS[a] + sw*sw*quad(dG, S[a]) for a in range(6)]
    return H, v, dG, w[0], psi, W, [np.diag(-quad(q, S[a])) + v*W[a] for a in range(6)]
def hf_stress(F):
    Fi = np.linalg.inv(F); om = vol*np.linalg.det(F); s = np.zeros(6)
    for q in QS:
        o = first_order(q @ Fi, om); s += .5*np.array([o[4] @ Ha @ o[4] for Ha in o[6]])/om
    return s
def dfpt(m):
    froz = np.zeros((6, 6)); resp = np.zeros((6, 6))
    for q in QS:
        H, v, dG, e0, psi, W, H1 = first_order(q, vol)
        hp = np.array([Ha @ psi for Ha in H1]).T
        psi1 = np.linalg.solve(H - e0*np.eye(len(q)) + np.outer(psi, psi), -(hp - np.outer(psi, psi @ hp)))
        resp += psi1.T @ hp/vol
        for a in range(6):
            for b in range(6):
                A = S[a] @ S[b] + S[b] @ S[a]
                Hab = np.diag((1+m)*quad(q, A)) + v*(W[a]*W[b] + m*np.trace(A) - sw*sw*(1+m)*quad(dG, A))
                froz[a, b] += .5*psi @ Hab @ psi/vol
    return froz, resp
ev = np.array([eigh(ham(pw(.5*np.array(k)), vol)[0], eigvals_only=True)[:2]
               for k in [(0, 0, 0), (1, 0, 0), (1, 1, 0), (1, 1, 1)]])
gap = ev[:, 1].min() - ev[:, 0].max(); assert gap > 0
Pe = -d1(lambda h: band_energy((1 + h)**(1/3)*I3))/vol; tol = 1e-5*abs(Pe)
assert abs(Pe) > 1e-5 and close(hf_stress(I3), -Pe*trS, tol)
Be = stress_strain(hf_stress)
print(f"PW model: a={ae} bohr, depth={V0} Ha, width={sw} bohr, Ecut={Ecut} Ha, {len(QS[0])} PW per k")
print(f"  gap over G,X,M,R = {gap:.4f} Ha; E = {band_energy(I3):.6f} Ha; 1 Ha/bohr^3 = {AU:.1f} GPa")
print(f"  P = {Pe:.6e} Ha/bohr^3 = {Pe*AU:.4f} GPa")
for m in (1, .5, 0):
    fz, rp = dfpt(m); HE, HJ = hess(band_energy, m)
    assert close(fz + rp, HE/vol, tol) and close(HE/vol + Pe*HJ, Be, tol)
    assert close(fz + rp + Pe*(DD - 2*m*II), Be, tol)
    print(f"  m={m}: frozen 11 12 44 = {row(fz, AU)}; total = {row(fz+rp, AU)} GPa")
print(f"  response term (any m) 11 12 44 = {row(rp, AU)} GPa")
print(f"  B from stress differences 11 12 44 = {row(Be, AU)} GPa")
print(f"  3K, B11-B12, B44 = {Be[0,:3].sum()*AU:.3f} {(Be[0,0]-Be[0,1])*AU:.3f} {Be[3,3]*AU:.3f} GPa")
print("checks complete")
```

Printed output:

```
triclinic: s_xx, s_yy = -6.310 3.164 GPa; B12-B21 = 9.473 GPa
sc shell 1: D=0.5 eV, alpha=1.5 1/A, r0=3.0 A; mass 50.0 u
sc shell 2: D=0.02 eV, alpha=1.0 1/A, r0=4.2426 A; 1 eV/A^3 = 160.2177 GPa
a=3 A: P = 0.000 GPa; C11 C12 C44 = 124.436 2.136 2.136 GPa
a=2.97 A: V = 26.1981 A^3, P = 0.008767 eV/A^3 = 1.4047 GPa
  energy Hessian m=1: 11 12 44 = 144.903 2.470 2.470 GPa
  energy Hessian m=0.5: 11 12 44 = 143.498 2.470 1.767 GPa
  energy Hessian m=0: 11 12 44 = 142.093 2.470 1.065 GPa
  stress-strain B: 11 12 44 = 143.498 3.874 1.065 GPa
  B12-B44 = 2.8094 GPa, 2P = 2.8094 GPa
  V E''(V) = 50.416 GPa; (C11+2C12)/3 = 49.947 GPa
  density = 3169.2 kg/m^3; TA[100] speed from phonons = 579.7 m/s
  sqrt(B44/rho) = 579.7 m/s; sqrt(C44/rho) = 882.8 m/s
shear limit a (formula, enthalpy, phonon) = 2.944831 2.944831 2.944831 A
  Pc = 2.7805 GPa, V/V0 = 0.9458, C11 C12 C44 = 164.078 2.781 2.781 GPa
  m=1/2 Hessian 44 at Pc = 1.3903 GPa
  a=2.9648 A: P=1.672, C44=2.531 GPa, dH(shear 0.01)=6.998 ueV
  a=2.9248 A: P=4.018, C44=3.050 GPa, dH(shear 0.01)=-7.549 ueV
spinodal a (formula, E''(V)=0) = 3.361106 3.361106 A, P = -5.561 GPa
  C11+2C12 there = 5.561 GPa; C11+2C12 = 0 only at a = 3.40660 A
  a=3.3661 A: K = -0.225 GPa, min rho v^2 (300 dirs) = 5.682 GPa
hcp Morse D=0.3 eV, alpha=1.5 1/A, r0=3.0 A, 38 neighbours, P=5.0 GPa
  a = 2.8136 A, c = 4.6578 A; order 11 12 13 33 44 66 (GPa)
  C clamped 237.59 79.20 52.57 262.51 52.57 79.20
  C relaxed 219.35 97.44 52.57 262.51 52.57 60.96
  B relaxed 214.35 102.44 57.57 257.51 47.57 55.96
  (C33-P)(C11+C12)-2(C13+P)^2 = 74945 GPa^2
random sets stable of 3000 (cubic, hex, ortho): 1728 1321 1145
electron gas rs=4.0 bohr: P = 5.0527 GPa; C11 C12 C44 = 13.474 3.368 5.053 GPa
PW model: a=8.0 bohr, depth=1.0 Ha, width=2.0 bohr, Ecut=2.0 Ha, 69 PW per k
  gap over G,X,M,R = 0.2060 Ha; E = -0.281925 Ha; 1 Ha/bohr^3 = 29421.0 GPa
  P = 7.502128e-04 Ha/bohr^3 = 22.0720 GPa
  m=1: frozen 11 12 44 = 99.656 19.897 54.780; total = 18.505 28.956 28.166 GPa
  m=0.5: frozen 11 12 44 = 77.584 19.897 43.744; total = -3.567 28.956 17.130 GPa
  m=0: frozen 11 12 44 = 55.512 19.897 32.708; total = -25.639 28.956 6.094 GPa
  response term (any m) 11 12 44 = -81.151 9.059 -26.614 GPa
  B from stress differences 11 12 44 = -3.567 51.028 6.094 GPa
  3K, B11-B12, B44 = 98.488 -54.595 6.094 GPa
checks complete
```
